# Optical Mass and Plasma Frequency of a Kane Band: a program that tests the result

```python
# Result under test: for an isotropic band  hbar^2 k^2/(2 m0) = E (1 + a E)
# filled at zero temperature up to wavenumber kF, the plasma frequency is
#   wp^2 = n e^2/(eps0 eps_inf m_opt),  m_opt = m0 sqrt(1 + 2 a hbar^2 kF^2/m0).
# m0: band-edge mass; a: nonparabolicity; n = kF^3/(3 pi^2): electron density;
# eps_inf: interband background constant. SI units inside the program.
import numpy as np
from scipy.constants import hbar, e, m_e, epsilon_0, k as kB, c, pi
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

# Rough typical parameters of a heavily doped indium-tin-oxide-like film
m0 = 0.22 * m_e
a = 0.4 / e                # 0.4 per eV
eps_inf = 4.0
n = 1e27                   # 1e21 per cm^3
mobility = 40e-4           # 40 cm^2/Vs
temperature = 300.0
oscillator_eV = 7.0        # effective interband oscillator
eps_static = 9.0           # static constant including the lattice
phonon_eV = 0.05           # transverse optical phonon


def fermi_k(density):
    return (3 * pi**2 * density) ** (1 / 3)


def kane_energy(k):
    g = hbar**2 * k**2 / (2 * m0)
    return 2 * g / (1 + np.sqrt(1 + 4 * a * g))


def optical_mass(density, a_value=a):
    return m0 * np.sqrt(1 + 2 * a_value * hbar**2 * fermi_k(density)**2 / m0)


def plasma_eV(density, mass):
    return hbar * np.sqrt(density * e**2 / (epsilon_0 * eps_inf * mass)) / e


def wavelength_nm(energy_eV):
    return 2 * pi * hbar * c / (energy_eV * e) * 1e9


# Quadrature over a unit sphere, field along x, axial symmetry
xr, wr = np.polynomial.legendre.leggauss(48)
xc, wc = np.polynomial.legendre.leggauss(32)
radius = (xr[:, None] + 1) / 2
along = radius * xc[None, :]
across = radius * np.sqrt(1 - xc[None, :]**2)
weight = 0.75 * wr[:, None] * wc[None, :] * radius**2
assert abs(weight.sum() - 1) < 1e-12


def sea_inverse_mass(density, band=kane_energy):
    """Average of (1/hbar^2) d2E/dkx2 over occupied states."""
    kf = fermi_k(density)
    h = 1e-3 * kf

    def shifted(d):
        return band(np.hypot(along * kf + d, across * kf))
    second = (shifted(h) - 2 * shifted(0.0) + shifted(-h)) / h**2
    return np.sum(weight * second) / hbar**2


def mean_velocity(shift, kf):
    """Mean x velocity after the whole Fermi sphere is displaced."""
    h = 1e-3 * kf
    up = kane_energy(np.hypot(along * kf + shift + h, across * kf))
    down = kane_energy(np.hypot(along * kf + shift - h, across * kf))
    return np.sum(weight * (up - down)) / (2 * h * hbar)


kF = fermi_k(n)
EF = kane_energy(kF)
s = 1 + 2 * a * EF
m_opt = optical_mass(n)

# The chosen energy branch obeys the dispersion relation
k_test = np.linspace(0.01, 2, 50) * kF
E_test = kane_energy(k_test)
assert np.allclose(E_test * (1 + a * E_test),
                   hbar**2 * k_test**2 / (2 * m0), rtol=1e-12, atol=0)
assert abs(m_opt / (m0 * s) - 1) < 1e-12

# Velocity and the two curvature masses at the Fermi surface
h = 1e-3 * kF
vF = (kane_energy(kF + h) - kane_energy(kF - h)) / (2 * h * hbar)
m_long = hbar**2 * h**2 / (kane_energy(kF + h) - 2 * EF
                          + kane_energy(kF - h))
m_trans = hbar**2 * h**2 / (2 * (kane_energy(np.hypot(kF, h)) - EF))
assert abs(hbar * kF / vF / m_opt - 1) < 1e-5
assert abs(m_long / (m0 * s**3) - 1) < 1e-4
assert abs(m_trans / (m0 * s) - 1) < 1e-5

# Volume average over the Fermi sea against the closed result
densities = [1e26, 3e26, 1e27]
for density in densities:
    assert abs(sea_inverse_mass(density) * optical_mass(density) - 1) < 1e-5
m_sea = 1 / sea_inverse_mass(n)


# Surface identity for a different isotropic band
def cosine_band(k):
    return e * (1 - np.cos(1.2 * k / kF))


v_cos = (cosine_band(kF + h) - cosine_band(kF - h)) / (2 * h * hbar)
assert abs(sea_inverse_mass(n, cosine_band) * hbar * kF / v_cos - 1) < 1e-5

# Plasma oscillation of a displaced Fermi sphere, integrated in time
w_ref = np.sqrt(n * e**2 / (epsilon_0 * eps_inf * m0))


def motion(t, y):
    force = -e**2 * n * mean_velocity(y[0] * kF, kF)
    return [y[1], force / (hbar * epsilon_0 * eps_inf * kF * w_ref**2)]


def crossing(t, y):
    return y[0]


crossing.terminal = True
crossing.direction = -1
run = solve_ivp(motion, (0, 10), [0.003, 0.0], events=crossing,
                rtol=1e-9, atol=1e-13)
assert len(run.t_events[0]) == 1
wp_time_eV = hbar * w_ref * (pi / 2) / run.t_events[0][0] / e
wp_eV = plasma_eV(n, m_opt)
assert abs(wp_time_eV / wp_eV - 1) < 2e-5

# Straight line of squared mass against n^(2/3) returns m0 and a
n1, n2 = densities[0], densities[-1]
q1, q2 = sea_inverse_mass(n1)**-2, sea_inverse_mass(n2)**-2
slope = (q2 - q1) / (n2**(2 / 3) - n1**(2 / 3))
m0_line = np.sqrt(q1 - slope * n1**(2 / 3))
a_line = slope / (2 * m0_line * hbar**2 * (3 * pi**2)**(2 / 3))
assert abs(m0_line / m0 - 1) < 1e-4 and abs(a_line / a - 1) < 1e-4


# Density exponent of the plasma frequency
def exponent(density):
    up, down = density * 1.01, density / 1.01
    ratio = up * sea_inverse_mass(up) / (down * sea_inverse_mass(down))
    return 0.5 * np.log(ratio) / np.log(up / down)


x = 2 * a * hbar**2 * kF**2 / m0
power = exponent(n)
assert abs(power - 0.5 * (1 - x / (3 * (1 + x)))) < 1e-4
assert abs(exponent(n * 1e-6) - 1 / 2) < 1e-3
assert abs(exponent(n * 1e4) - 1 / 3) < 1e-3

# Finite temperature at fixed density: full Fermi-function integrals
kT = kB * temperature
E_top = EF + 40 * kT
k_top = np.sqrt(2 * m0 * E_top * (1 + a * E_top)) / hbar
k_grid = np.linspace(0, k_top, 100001)
E_grid = kane_energy(k_grid)
s_grid = 1 + 2 * a * E_grid
inverse_grid = (2 / s_grid + 1 / s_grid**3) / (3 * m0)
dk = k_grid[1] - k_grid[0]


def thermal_sum(mu, values):
    y = k_grid**2 * expit((mu - E_grid) / kT) * values / pi**2
    return dk * (y.sum() - 0.5 * (y[0] + y[-1]))


mu_T = brentq(lambda mu: thermal_sum(mu, 1.0) / n - 1,
              EF - 5 * kT, EF + 5 * kT, xtol=1e-30, rtol=1e-13)
D_T = thermal_sum(mu_T, inverse_grid)
m_T = n / D_T
thermal_change = D_T * m_opt / n - 1


def drude_weight(density):
    return density / optical_mass(density)


dn = 1e-3 * n
D_second = (drude_weight(n + dn) - 2 * drude_weight(n)
            + drude_weight(n - dn)) / dn**2
dn_dE = kF**2 / (pi**2 * hbar * vF)
sommerfeld = pi**2 / 6 * kT**2 * dn_dE**2 * D_second * m_opt / n
assert abs(thermal_change / sommerfeld - 1) < 0.03  # next order in kT/EF

# Neglected optical effects: shift of the zero of the real dielectric function
gamma_eV = hbar * e / (mobility * m_opt) / e


def zero_eV(damping=False, background=False, lattice=False):
    def eps_real(w):
        value = eps_inf
        if background:
            value = 1 + (eps_inf - 1) / (1 - (w / oscillator_eV)**2)
        if lattice:
            value += ((eps_static - eps_inf) * phonon_eV**2
                      / (phonon_eV**2 - w**2))
        g = gamma_eV if damping else 0.0
        return value - eps_inf * wp_eV**2 / (w**2 + g**2)
    return brentq(eps_real, 0.3, 2.0, xtol=1e-13)


assert abs(zero_eV() / wp_eV - 1) < 1e-10
assert abs(zero_eV(damping=True)**2 + gamma_eV**2 - wp_eV**2) < 1e-9


def percent(value):
    return 100 * (value / wp_eV - 1)


wp_par = plasma_eV(n, m0)
print(f"band-edge mass m0 = {m0/m_e:.3f} me")
print(f"nonparabolicity a = {a*e:.3f} 1/eV")
print(f"background constant eps_inf = {eps_inf:.2f}")
print(f"electron density n = {n*1e-6:.3e} cm^-3")
print(f"mobility = {mobility*1e4:.1f} cm2/Vs")
print(f"Fermi wavenumber kF = {kF*1e-9:.4f} nm^-1")
print(f"hbar^2 kF^2/(2 m0) = {hbar**2*kF**2/(2*m0)/e:.4f} eV")
print(f"x = 2 a hbar^2 kF^2/m0 = {x:.4f}")
print(f"Fermi energy EF = {EF/e:.4f} eV")
print(f"factor 1 + 2 a EF = {s:.4f}")
print(f"Fermi velocity = {vF:.4e} m/s")
print(f"optical mass, formula = {m_opt/m_e:.5f} me")
print(f"optical mass, Fermi-sea average = {m_sea/m_e:.5f} me")
print(f"longitudinal curvature mass at kF = {m_long/m_e:.4f} me")
print(f"transverse curvature mass at kF = {m_trans/m_e:.4f} me")
print(f"screened plasma energy, formula = {wp_eV:.5f} eV")
print(f"screened plasma energy, time run = {wp_time_eV:.5f} eV")
print(f"plasma angular frequency = {wp_eV*e/hbar:.4e} rad/s")
print(f"plasma wavelength = {wavelength_nm(wp_eV):.1f} nm")
print(f"parabolic plasma energy = {wp_par:.4f} eV")
print(f"parabolic plasma wavelength = {wavelength_nm(wp_par):.1f} nm")
print(f"density inferred with m0 = {n*m0/m_opt*1e-6:.3e} cm^-3")
for density in densities:
    mass = optical_mass(density)
    energy = plasma_eV(density, mass)
    print(f"n = {density*1e-6:.1e} cm^-3: m_opt = {mass/m_e:.4f} me, "
          f"plasma {energy:.4f} eV, {wavelength_nm(energy):.0f} nm")
print(f"m0 from straight line = {m0_line/m_e:.4f} me")
print(f"a from straight line = {a_line*e:.4f} 1/eV")
print(f"density exponent of plasma frequency = {power:.4f}")
print(f"temperature = {temperature:.0f} K, kT = {kT/e:.5f} eV")
print(f"optical mass at this temperature = {m_T/m_e:.5f} me")
print(f"thermal change of n/m_opt = {100*thermal_change:.4f} %")
print(f"same change, Sommerfeld = {100*sommerfeld:.4f} %")
print(f"scattering time = {mobility*m_opt/e*1e15:.3f} fs")
print(f"damping energy hbar/tau = {gamma_eV:.4f} eV")
print(f"interband oscillator energy = {oscillator_eV:.1f} eV")
print(f"static constant = {eps_static:.1f}, phonon = {phonon_eV:.3f} eV")
print(f"shift of zero, damping = {percent(zero_eV(damping=True)):.3f} %")
print("shift of zero, background dispersion = "
      f"{percent(zero_eV(background=True)):.3f} %")
print(f"shift of zero, lattice = {percent(zero_eV(lattice=True)):.3f} %")
all_three = zero_eV(True, True, True)
print(f"shift of zero, all three = {percent(all_three):.3f} %")
print(f"wavelength of zero, all three = {wavelength_nm(all_three):.1f} nm")
for factor in (0.75, 1.25):
    mass = optical_mass(n, factor * a)
    print(f"a = {factor*a*e:.2f} 1/eV: m_opt = {mass/m_e:.4f} me, "
          f"wavelength {wavelength_nm(plasma_eV(n, mass)):.0f} nm")
print("done: every assertion held")
```

Output:

```
band-edge mass m0 = 0.220 me
nonparabolicity a = 0.400 1/eV
background constant eps_inf = 4.00
electron density n = 1.000e+21 cm^-3
mobility = 40.0 cm2/Vs
Fermi wavenumber kF = 3.0937 nm^-1
hbar^2 kF^2/(2 m0) = 1.6575 eV
x = 2 a hbar^2 kF^2/m0 = 2.6520
Fermi energy EF = 1.1388 eV
factor 1 + 2 a EF = 1.9110
Fermi velocity = 8.5187e+05 m/s
optical mass, formula = 0.42042 me
optical mass, Fermi-sea average = 0.42042 me
longitudinal curvature mass at kF = 1.5354 me
transverse curvature mass at kF = 0.4204 me
screened plasma energy, formula = 0.90549 eV
screened plasma energy, time run = 0.90549 eV
plasma angular frequency = 1.3757e+15 rad/s
plasma wavelength = 1369.2 nm
parabolic plasma energy = 1.2517 eV
parabolic plasma wavelength = 990.5 nm
density inferred with m0 = 5.233e+20 cm^-3
n = 1.0e+20 cm^-3: m_opt = 0.2758 me, plasma 0.3535 eV, 3507 nm
n = 3.0e+20 cm^-3: m_opt = 0.3255 me, plasma 0.5637 eV, 2200 nm
n = 1.0e+21 cm^-3: m_opt = 0.4204 me, plasma 0.9055 eV, 1369 nm
m0 from straight line = 0.2200 me
a from straight line = 0.4000 1/eV
density exponent of plasma frequency = 0.3790
temperature = 300 K, kT = 0.02585 eV
optical mass at this temperature = 0.42074 me
thermal change of n/m_opt = -0.0748 %
same change, Sommerfeld = -0.0749 %
scattering time = 9.561 fs
damping energy hbar/tau = 0.0688 eV
interband oscillator energy = 7.0 eV
static constant = 9.0, phonon = 0.050 eV
shift of zero, damping = -0.289 %
shift of zero, background dispersion = -0.624 %
shift of zero, lattice = 0.191 %
shift of zero, all three = -0.723 %
wavelength of zero, all three = 1379.2 nm
a = 0.30 1/eV: m_opt = 0.3804 me, wavelength 1302 nm
a = 0.50 1/eV: m_opt = 0.4570 me, wavelength 1428 nm
done: every assertion held
```
